# Heat Current and Atomic Virials for Many-Body Potentials: test program

```python
"""
Result under test: for site energies U_i and G_ij = dU_i/dr_ij, r_ij = r_j-r_i,
the potential heat current is sum_i W_i.v_i with W_i = sum_j r_ij (x) G_ji.
The pair-force virial -1/2 sum_j r_ij (x) (G_ij-G_ji) has the same total but
can give a wrong current. For bending waves it gives one half of the bending
part; a virial shared equally within each triplet gives none of it.
Symbols: r positions, v velocities, G site-energy gradients, W atomic virials,
K bending stiffness, T tension, Y stretching stiffness, a cell spacing,
q wave number, share = 1, 1/2, 0 for full, pair-force and group virials.
"""
import numpy as np
from scipy.constants import k as kB, hbar, e as charge, atomic_mass
from scipy.linalg import circulant
from scipy.optimize import brentq

SHARES = {"full": 1.0, "pair-force": 0.5, "group": 0.0}


def site_gradients(energy, r):
    """G[i,k] = derivative of site energy i with respect to atom k."""
    n, dim = r.shape
    G = np.empty((n, n, dim))
    step = 1e-30
    for atom in range(n):
        for axis in range(dim):
            z = r.astype(complex)
            z[atom, axis] += 1j * step
            G[:, atom, axis] = energy(z).imag / step
    return G


def full_virial(sep, G):
    return np.einsum("ija,jib->iab", sep, G)


def pair_force_virial(sep, G):
    pair_force = G - G.transpose(1, 0, 2)
    return -0.5 * np.einsum("ija,ijb->iab", sep, pair_force)


# ---- General cluster: current from the moving energy moment ----
def pair_energy(r):
    n = len(r)
    d = r[None] - r[:, None]
    dist = np.sqrt((d**2).sum(-1) + np.eye(n))
    return 1.5 * (np.exp(-2 * dist) * (1 - np.eye(n))).sum(1)


def many_body_energy(r):
    n = len(r)
    off = 1 - np.eye(n)
    d = r[None] - r[:, None]
    dist = np.sqrt((d**2).sum(-1) + np.eye(n))
    density = np.exp(-dist) * off
    unit = d / dist[:, :, None]
    cosine = np.einsum("ijc,ikc->ijk", unit, unit)
    weight = density[:, :, None] * density[:, None, :] * off[None]
    angular = 0.5 * (weight * (cosine + 1 / 3)**2).sum((1, 2))
    return pair_energy(r) - np.sqrt(density.sum(1)) + angular


def measured_potential_current(energy, r, v, mass):
    force = np.zeros_like(r)
    dx = 1e-5
    for idx in np.ndindex(r.shape):
        shift = np.zeros_like(r)
        shift[idx] = dx
        force[idx] = -(energy(r + shift).sum()
                       - energy(r - shift).sum()) / (2 * dx)
    acc = force / mass[:, None]

    def moment(t):
        rt = r + v * t + 0.5 * acc * t**2
        vt = v + acc * t
        return (0.5 * mass * (vt**2).sum(1) + energy(rt)) @ rt

    dt = 1e-4
    total = (moment(dt) - moment(-dt)) / (2 * dt)
    convective = (0.5 * mass * (v**2).sum(1) + energy(r)) @ v
    return total - convective


rng = np.random.default_rng(4)
r = np.array([[0, 0, 0], [1.2, 0, 0], [0, 1.3, 0],
              [0, 0, 1.1], [1.1, 1.2, .3], [.2, 1.1, 1.3]], float)
r += 0.08 * rng.normal(size=r.shape)
v = rng.normal(size=r.shape)
mass = np.array([1., 2., 1.5, 1., 3., 2.])
sep = r[None] - r[:, None]
cluster = {}
for name, energy in (("pair", pair_energy), ("many-body", many_body_energy)):
    G = site_gradients(energy, r)
    Wf, Wh = full_virial(sep, G), pair_force_virial(sep, G)
    Jf = np.einsum("iab,ib->a", Wf, v)
    Jh = np.einsum("iab,ib->a", Wh, v)
    measured = measured_potential_current(energy, r, v, mass)
    assert np.allclose(Jf, measured, rtol=1e-5, atol=1e-6)
    ds = 1e-5
    scale_slope = (energy(r * (1 + ds)).sum()
                   - energy(r * (1 - ds)).sum()) / (2 * ds)
    for W in (Wf, Wh):
        assert abs(np.trace(W.sum(0)) + scale_slope) < 1e-7
    assert np.allclose(Wf.sum(0), Wh.sum(0), atol=1e-11)
    relative_v = v[:, None] - v[None]
    asym = G + G.transpose(1, 0, 2)
    missing = 0.25 * np.einsum("ija,ijb,ijb->a", sep, asym, relative_v)
    assert np.allclose(measured - Jh, missing, rtol=1e-5, atol=1e-6)
    cluster[name] = (measured, Jf, Jh)
assert np.allclose(cluster["pair"][0], cluster["pair"][2], atol=1e-6)
assert np.linalg.norm(cluster["many-body"][0]
                      - cluster["many-body"][2]) > 1e-3

# ---- Example inputs, SI inside the program ----
a = 0.16e-9
m = 12 * atomic_mass
rigidity = 1.5 * charge
K = rigidity / a**2
T = 0.3
Y = 340.0
thickness = 0.34e-9
lifetime = 10e-12
temperature = 300.0
length = 1000e-9


def frequency(theta, tension=T, side=0.0):
    s2 = np.sin(theta / 2)**2 + np.sin(side / 2)**2
    return np.sqrt((4 * tension * s2 + 16 * K * s2**2) / m)


def velocity(theta, share, tension=T, side=0.0):
    s2 = np.sin(theta / 2)**2 + np.sin(side / 2)**2
    return (a * np.sin(theta) * (tension + 8 * share * K * s2)
            / (m * frequency(theta, tension, side)))


# ---- Nonlinear ring, in units a = m = K = 1 ----
NR = 24
ring = np.column_stack((np.arange(NR, dtype=float), np.zeros(NR)))


def ring_parts(x):
    bond = np.roll(x, -1, axis=0) - x
    bond[-1, 0] += NR
    size = np.sqrt((bond**2).sum(1))
    stretch = (T / K) * (size - 1) + 0.5 * (Y / K) * (size - 1)**2
    pair = 0.5 * (stretch + np.roll(stretch, 1))
    old, old_size = np.roll(bond, 1, axis=0), np.roll(size, 1)
    bend = 1 - (old * bond).sum(1) / (old_size * size)
    return pair, bend


def ring_virials(x):
    Gp = site_gradients(lambda z: ring_parts(z)[0], x)
    Gb = site_gradients(lambda z: ring_parts(z)[1], x)
    d = x[None] - x[:, None]
    d[:, :, 0] -= NR * np.round(d[:, :, 0] / NR)
    triplet = -np.einsum("ika,ikb->iab", d, Gb)
    shared = (triplet + np.roll(triplet, 1, axis=0)
              + np.roll(triplet, -1, axis=0)) / 3
    W = {"full": full_virial(d, Gp + Gb),
         "pair-force": pair_force_virial(d, Gp + Gb),
         "group": full_virial(d, Gp) + shared}
    return W, (Gp + Gb).sum(0)


W_random, _ = ring_virials(ring + 0.03 * rng.normal(size=ring.shape))
for name in ("pair-force", "group"):
    assert np.allclose(W_random[name].sum(0), W_random["full"].sum(0),
                       atol=1e-10)


def ring_response(axis):
    """Linear force and current response to moving one atom along axis."""
    eps = 1e-5
    results = []
    for sign in (1, -1):
        x = ring.copy()
        x[0, axis] += sign * eps
        W, gradient = ring_virials(x)
        site = sum(ring_parts(x)) if axis == 0 else 0.0
        results.append((gradient[:, axis],
                        {k: W[k][:, 0, axis] + site for k in W}))
    D = (results[0][0] - results[1][0]) / (2 * eps)
    M = {k: (results[0][1][k] - results[1][1][k]) / (2 * eps)
         for k in SHARES}
    return D, M


offset = np.arange(NR)
offset[offset > NR // 2] -= NR
speed_unit = a * np.sqrt(K / m)
for axis in (0, 1):
    D, M = ring_response(axis)

    def ring_frequency(theta):
        return np.sqrt(D @ np.cos(theta * offset))

    for theta in (0.35, 1.1, 2.3):
        omega = ring_frequency(theta)
        dq = 1e-4
        slope = (ring_frequency(theta + dq)
                 - ring_frequency(theta - dq)) / (2 * dq)
        for name, share in SHARES.items():
            phase = np.exp(-1j * theta * offset)
            transported = -(M[name] @ phase).imag / omega
            if axis == 1:
                expected = velocity(theta, share) / speed_unit
            else:
                expected = np.sqrt(Y / K) * np.cos(theta / 2)
            assert np.isclose(transported, expected, rtol=2e-5, atol=1e-6)
            if name == "full" or axis == 0:
                assert np.isclose(transported, slope, rtol=2e-5, atol=1e-6)
    if axis == 1:
        covariance = np.linalg.pinv(circulant(D), rcond=1e-9)
        modes = 2 * np.pi * np.arange(1, NR) / NR
        for name, share in SHARES.items():
            matrix = circulant(M[name])
            fluctuation = np.trace(matrix @ covariance @ matrix.T)
            modal = ((velocity(modes, share) / speed_unit)**2).sum()
            assert np.isclose(fluctuation, modal, rtol=2e-5)

# ---- Wave packet: real motion of energy against the three currents ----
N = 600
cells = np.arange(N)
theta0 = 2 * np.pi / 10
packet = 1e-12 * np.exp(-(cells - 200)**2 / (2 * 20**2)
                        + 1j * theta0 * cells)
amplitude = np.fft.fft(packet)
theta_grid = 2 * np.pi * np.fft.fftfreq(N)
amplitude[theta_grid <= 0] = 0
u = np.fft.ifft(amplitude).real
w = np.fft.ifft(-1j * frequency(theta_grid) * amplitude).real


def laplacian(f):
    return np.roll(f, -1) + np.roll(f, 1) - 2 * f


def acceleration(f):
    b = laplacian(f)
    return (T * b - K * laplacian(b)) / m


def packet_energy(f, rate):
    forward = np.roll(f, -1) - f
    backward = np.roll(forward, 1)
    return (0.5 * m * rate**2 + 0.25 * T * (forward**2 + backward**2)
            + 0.5 * K * laplacian(f)**2)


def packet_currents(f, rate):
    b = laplacian(f)
    pair = -0.5 * T * a * rate @ (np.roll(f, -1) - np.roll(f, 1))
    bend = K * a * rate @ (np.roll(b, -1) - np.roll(b, 1))
    return [pair + share * bend for share in SHARES.values()]


E0 = packet_energy(u, w)
centre0 = a * (cells @ E0) / E0.sum()
dt, steps = 1e-15, 4000
history = [packet_currents(u, w)]
acc = acceleration(u)
for step in range(steps):
    w = w + 0.5 * dt * acc
    u = u + dt * w
    acc = acceleration(u)
    w = w + 0.5 * dt * acc
    if (step + 1) % 100 == 0:
        history.append(packet_currents(u, w))
E1 = packet_energy(u, w)
travel = a * (cells @ E1) / E1.sum() - centre0
history = np.array(history)
assert np.all(np.ptp(history, axis=0) < 1e-6 * abs(history[0]))
assert abs(E1.sum() / E0.sum() - 1) < 1e-4
predicted = history.mean(0) * steps * dt / E0.sum()
assert abs(predicted[0] / travel - 1) < 1e-3
assert abs(predicted[1] / travel - 1) > 0.3

# ---- Sideways waves: explicit lattice sums check the sheet formula ----
n2 = 12
X, Z = np.meshgrid(np.arange(n2), np.arange(n2), indexing="ij")
tx, tz = 2 * np.pi * 2 / n2, 2 * np.pi * 3 / n2
field = np.exp(1j * (tx * X + tz * Z))
b2 = sum(np.roll(field, sh, axis=ax) for ax in (0, 1)
         for sh in (-1, 1)) - 4 * field
right, left = np.roll(b2, -1, axis=0), np.roll(b2, 1, axis=0)
pair2 = -0.5 * T * (np.roll(field, -1, axis=0)
                    - np.roll(field, 1, axis=0))
virials2 = (pair2 + K * (right - left),
            pair2 - 0.5 * K * ((b2 - right) - (b2 - left)))
om2 = frequency(tx, side=tz)
for share, virial in zip((1.0, 0.5), virials2):
    actual = a * (1j * om2 * field.conj() * virial).real.mean() / (m * om2**2)
    assert np.isclose(actual, velocity(tx, share, side=tz), rtol=1e-10)
dq = 1e-5
slope2 = a * (frequency(tx + dq, side=tz)
              - frequency(tx - dq, side=tz)) / (2 * dq)
assert np.isclose(slope2, velocity(tx, 1.0, side=tz), rtol=1e-7)

# ---- Conductivities and neglected effects ----
theta = (np.arange(8000) + 0.5) * np.pi / 8000
volume = a**2 * thickness
prefactor = kB * lifetime / volume
kappa = np.array([prefactor * np.mean(velocity(theta, c)**2)
                  for c in SHARES.values()])
pure = np.array([np.mean(velocity(theta, c, 0.0)**2)
                 for c in SHARES.values()])
pure /= pure[0]
assert np.allclose(pure, [1, 0.25, 0], atol=1e-12)

x = hbar * frequency(theta) / (kB * temperature)
heat_factor = (x / (2 * np.sinh(x / 2)))**2
quantum = np.mean(heat_factor * velocity(theta, 1)**2) \
    / np.mean(velocity(theta, 1)**2)
speed = abs(velocity(theta, 1))
finite = np.mean(speed**2 / (1 + 2 * speed * lifetime / length)) \
    / np.mean(speed**2)
longitudinal = prefactor * np.mean(a**2 * Y / m * np.cos(theta / 2)**2)
with_long = (kappa + longitudinal) / (kappa[0] + longitudinal)
grid = (np.arange(400) + 0.5) * np.pi / 400
gx, gz = np.meshgrid(grid, grid, indexing="ij")
sheet = np.array([np.mean(velocity(gx, c, side=gz)**2)
                  for c in SHARES.values()])
sheet_ratio = sheet / sheet[0]


def mean_slope_squared(tension):
    return np.mean(kB * temperature / a**2
                   / (tension + 4 * K * np.sin(theta / 2)**2))


slope_sq = mean_slope_squared(T)
angle_sq = np.mean(16 * np.sin(theta / 2)**4 * kB * temperature
                   / (m * frequency(theta)**2 * a**2))
clamped = brentq(lambda t: t - T - 0.5 * Y * mean_slope_squared(t), T, 50)
clamp = np.array([np.mean(velocity(theta, c, clamped)**2)
                  for c in SHARES.values()])
clamp_ratio = clamp / clamp[0]
equal_s = np.sqrt(T / (8 * K))
equal_wavelength = np.pi * a / np.arcsin(equal_s)

for name in cluster:
    for label, J in zip(("measured", "full", "pair-force"), cluster[name]):
        print(f"Cluster {name}, {label} Jx: {J[0]:.6f} model units")
print(f"Cell spacing: {a*1e9:.2f} nm")
print(f"Cell mass: {m/atomic_mass:.1f} u")
print(f"Bending rigidity: {rigidity/charge:.2f} eV")
print(f"Bending stiffness K: {K:.3f} N/m")
print(f"Tension: {T:.2f} N/m")
print(f"Stretching modulus: {Y:.0f} N/m")
print(f"Nominal thickness: {thickness*1e9:.2f} nm")
print(f"Assumed lifetime: {lifetime*1e12:.1f} ps")
print(f"Temperature: {temperature:.0f} K")
print(f"Highest strip frequency: {frequency(np.pi)/(2e12*np.pi):.2f} THz")
print(f"Packet wavelength: {2*np.pi*a/theta0*1e9:.2f} nm")
print(f"Packet duration: {steps*dt*1e12:.2f} ps")
print(f"Measured energy travel: {travel*1e9:.3f} nm")
for i, (name, share) in enumerate(SHARES.items()):
    print(f"{name} predicted travel: {predicted[i]*1e9:.3f} nm")
    print(f"{name} velocity at packet wavelength: "
          f"{velocity(theta0, share)/1000:.4f} km/s")
    print(f"{name} bending-wave conductivity: {kappa[i]:.2f} W/(m K)")
    print(f"{name} / full conductivity: {kappa[i]/kappa[0]:.4f} (ratio)")
    print(f"{name} / full at zero tension: {pure[i]:.4f} (ratio)")
print(f"Wavelength of equal tension and bending flux: "
      f"{equal_wavelength*1e9:.2f} nm")
print(f"Quantum / classical conductivity: {quantum:.4f} (ratio)")
print(f"Finite-length case: {length*1e9:.0f} nm")
print(f"Finite / infinite conductivity: {finite:.4f} (ratio)")
print(f"Longitudinal conductivity, same lifetime: "
      f"{longitudinal:.1f} W/(m K)")
for i, name in enumerate(SHARES):
    if i:
        print(f"{name} / full with longitudinal heat: "
              f"{with_long[i]:.4f} (ratio)")
        print(f"{name} / full with sideways waves: "
              f"{sheet_ratio[i]:.4f} (ratio)")
        print(f"{name} / full with clamped ends: "
              f"{clamp_ratio[i]:.4f} (ratio)")
print(f"RMS thermal slope: {np.sqrt(slope_sq):.4f} rad")
print(f"Thermal shortening: {50*slope_sq:.3f} percent")
print(f"Elastic strain from tension: {100*T/Y:.3f} percent")
print(f"Mean-field clamped tension: {clamped:.3f} N/m")
print(f"RMS bending angle: {np.sqrt(angle_sq):.4f} rad")
print(f"Quartic / quadratic bending energy: {25*angle_sq:.3f} percent")
print("success")
```

It prints:

```
Cluster pair, measured Jx: 0.365835 model units
Cluster pair, full Jx: 0.365835 model units
Cluster pair, pair-force Jx: 0.365835 model units
Cluster many-body, measured Jx: 0.889305 model units
Cluster many-body, full Jx: 0.889305 model units
Cluster many-body, pair-force Jx: 0.494676 model units
Cell spacing: 0.16 nm
Cell mass: 12.0 u
Bending rigidity: 1.50 eV
Bending stiffness K: 9.388 N/m
Tension: 0.30 N/m
Stretching modulus: 340 N/m
Nominal thickness: 0.34 nm
Assumed lifetime: 10.0 ps
Temperature: 300 K
Highest strip frequency: 13.87 THz
Packet wavelength: 1.60 nm
Packet duration: 4.00 ps
Measured energy travel: 16.498 nm
full predicted travel: 16.497 nm
full velocity at packet wavelength: 4.0859 km/s
full bending-wave conductivity: 383.12 W/(m K)
full / full conductivity: 1.0000 (ratio)
full / full at zero tension: 1.0000 (ratio)
pair-force predicted travel: 8.574 nm
pair-force velocity at packet wavelength: 2.1250 km/s
pair-force bending-wave conductivity: 98.71 W/(m K)
pair-force / full conductivity: 0.2577 (ratio)
pair-force / full at zero tension: 0.2500 (ratio)
group predicted travel: 0.650 nm
group velocity at packet wavelength: 0.1641 km/s
group bending-wave conductivity: 0.50 W/(m K)
group / full conductivity: 0.0013 (ratio)
group / full at zero tension: 0.0000 (ratio)
Wavelength of equal tension and bending flux: 7.95 nm
Quantum / classical conductivity: 0.8861 (ratio)
Finite-length case: 1000 nm
Finite / infinite conductivity: 0.8950 (ratio)
Longitudinal conductivity, same lifetime: 3464.4 W/(m K)
pair-force / full with longitudinal heat: 0.9261 (ratio)
pair-force / full with sideways waves: 0.2529 (ratio)
pair-force / full with clamped ends: 0.3160 (ratio)
group / full with longitudinal heat: 0.9006 (ratio)
group / full with sideways waves: 0.0001 (ratio)
group / full with clamped ends: 0.0310 (ratio)
RMS thermal slope: 0.2191 rad
Thermal shortening: 2.401 percent
Elastic strain from tension: 0.088 percent
Mean-field clamped tension: 2.859 N/m
RMS bending angle: 0.1253 rad
Quartic / quadratic bending energy: 0.393 percent
success
```
